# The Mean Electric Field at an Atomic Nucleus in a Uniform Field, part 1

(Sections cited here and not found follow in the second part.)

## First half: the force balance in a general atom

An atom has $N$ electrons and a point nucleus of charge $Z$, held fixed at the position $\mathbf R$. It stands in a uniform electric field $\mathbf F$. What electric field does the nucleus feel, on average, once the electrons have adjusted to $\mathbf F$?

Atomic units are used: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are all 1. An electron has charge $-1$. The potential of the uniform field is $-\mathbf F\cdot\mathbf r$, so an electron has the energy $+\mathbf F\cdot\mathbf r$ in it and the nucleus has the energy $-Z\mathbf F\cdot\mathbf R$. The non-relativistic Hamiltonian is

$$
H(\mathbf R)=\sum_{i=1}^{N}\left[-\tfrac12\nabla_i^2-\frac{Z}{|\mathbf r_i-\mathbf R|}+\mathbf F\cdot\mathbf r_i\right]+\sum_{i<j}\frac{1}{|\mathbf r_i-\mathbf r_j|}-Z\,\mathbf F\cdot\mathbf R .
$$

In parts (a) to (d), $\psi$ is treated as a normalized eigenstate of $H$ that decays at large distance. A uniform field does not strictly allow such a state, and part (e) deals with this. The electron density $n(\mathbf r)$ integrates to $N$.

### (a) Field and force

*Write the mean field at the nucleus in terms of the density, and relate it to the derivative of the energy with respect to $\mathbf R$.*

**Solution.** A charge $q$ at $\mathbf r$ produces the field $q(\mathbf R-\mathbf r)/|\mathbf R-\mathbf r|^3$ at the point $\mathbf R$. For an electron, $q=-1$, and the field is $(\mathbf r-\mathbf R)/|\mathbf r-\mathbf R|^3$. It points from the nucleus towards the electron, as it must, since a positive charge is attracted that way. With the nucleus at the origin, the mean field of all electrons is

$$
\mathbf E_{\rm el}=\int n(\mathbf r)\,\frac{\mathbf r}{r^3}\,d^3r ,\qquad \mathbf E_{\rm nuc}=\mathbf F+\mathbf E_{\rm el}.
$$

The integral converges at the origin: the factor $1/r^2$ is compensated by the volume element $r^2\,dr$. The nucleus's own field is not included, because it exerts no force on the nucleus.

Now let the energy be $E(\mathbf R)=\langle\psi|H|\psi\rangle$, where $\psi$ depends on $\mathbf R$ too. For one component $X$ of $\mathbf R$,

$$
\frac{\partial E}{\partial X}=\Big\langle\psi\Big|\frac{\partial H}{\partial X}\Big|\psi\Big\rangle+\Big\langle\frac{\partial\psi}{\partial X}\Big|H\psi\Big\rangle+\Big\langle H\psi\Big|\frac{\partial\psi}{\partial X}\Big\rangle .
$$

Since $H\psi=E\psi$, the last two terms add up to $E\,\partial\langle\psi|\psi\rangle/\partial X$. This is zero, because the norm stays equal to 1. What remains is the Hellmann-Feynman theorem, $\partial E/\partial X=\langle\partial H/\partial X\rangle$.

The derivative of the Hamiltonian follows from $\nabla_{\mathbf R}\,|\mathbf r-\mathbf R|^{-1}=(\mathbf r-\mathbf R)/|\mathbf r-\mathbf R|^3$:

$$
\frac{\partial H}{\partial\mathbf R}=-Z\sum_i\frac{\mathbf r_i-\mathbf R}{|\mathbf r_i-\mathbf R|^3}-Z\,\mathbf F .
$$

Taking the mean value and reversing the sign gives

$$
-\frac{\partial E}{\partial\mathbf R}=Z\,(\mathbf E_{\rm el}+\mathbf F)=Z\,\mathbf E_{\rm nuc}.
$$

The left side is the force on the nucleus, and the right side is its charge times the mean field. The quantum-mechanical force is thus the classical electrostatic force of the charge cloud and the applied field.

### (b) A rigid shift of the electrons

*Keep the nucleus at the origin and move the whole electron cloud by a small vector $\mathbf a$ without changing its shape. Find the change of the energy to first order in $\mathbf a$.*

**Solution.** The shifted state is $\psi_{\mathbf a}(\mathbf r_1,\dots,\mathbf r_N)=\psi(\mathbf r_1-\mathbf a,\dots,\mathbf r_N-\mathbf a)$, with the spins untouched. In each mean value, substitute $\mathbf r_i\to\mathbf r_i+\mathbf a$ as integration variables, which turns $\psi_{\mathbf a}$ back into $\psi$. The derivatives in the kinetic energy are unaffected. The differences $\mathbf r_i-\mathbf r_j$ are also unaffected, so the electron repulsion is unchanged. The other two terms do change:

$$
\mathcal E(\mathbf a)-\mathcal E(0)=-Z\int n(\mathbf r)\left[\frac{1}{|\mathbf r+\mathbf a|}-\frac1r\right]d^3r+N\,\mathbf F\cdot\mathbf a ,
$$

where $\mathcal E(\mathbf a)=\langle\psi_{\mathbf a}|H|\psi_{\mathbf a}\rangle$. For $r>a$ the bracket can be expanded in $\mathbf a$:

$$
\frac{1}{|\mathbf r+\mathbf a|}-\frac1r=-\frac{\mathbf a\cdot\mathbf r}{r^3}+O(a^2).
$$

Close to the nucleus this expansion fails, and the region needs its own estimate. The lengths $r$ and $|\mathbf r+\mathbf a|$ differ by at most $a$, so

$$
\left|\frac{1}{|\mathbf r+\mathbf a|}-\frac1r\right|\le\frac{a}{r\,|\mathbf r+\mathbf a|}\le\frac a2\left(\frac1{r^2}+\frac1{|\mathbf r+\mathbf a|^2}\right).
$$

The second inequality is $2xy\le x^2+y^2$. Integrate over a ball of radius $\eta$ around the nucleus, in which the density is at most $n_{\max}$. The first term in the bracket gives $4\pi\eta$, and the second gives no more than that, because a ball centred on the singular point collects the most. The ball therefore contributes at most $4\pi n_{\max}\eta\,a$. Its share of the coefficient of $a$ can be made as small as desired by choosing $\eta$ small, and outside the ball the expansion is safe once $a<\eta$. The linear term is therefore the one that the expansion suggests:

$$
\mathcal E(\mathbf a)-\mathcal E(0)=\mathbf a\cdot\left(Z\int n\,\frac{\mathbf r}{r^3}\,d^3r+N\mathbf F\right)+\dots=\mathbf a\cdot\left(Z\,\mathbf E_{\rm el}+N\,\mathbf F\right)+\dots
$$

The dots stand for terms that vanish faster than $a$. So far $\psi$ has not been required to be an eigenstate.

### (c) The mean field at the nucleus

*Use the fact that $\psi$ is an eigenstate to find $\mathbf E_{\rm nuc}$. What follows for a neutral atom?*

**Solution.** Write $\psi_{\mathbf a}=\psi+\delta$. Both $\psi$ and $\psi_{\mathbf a}$ are normalized, so with $E=\mathcal E(0)$

$$
\mathcal E(\mathbf a)-\mathcal E(0)=\langle\psi+\delta|H-E|\psi+\delta\rangle=\langle\delta|H-E|\delta\rangle .
$$

The terms with a single $\delta$ are absent because $(H-E)\psi=0$. The change $\delta$ is proportional to $a$ for a small shift, so the right side is of second order. This remains true at the cusp of $\psi$ at the nucleus. There $\psi$ varies as $1-Zr$, its second derivatives grow as $1/r$, and their square is integrable with the volume element $r^2\,dr$. The kinetic energy of $\delta$ is therefore finite and of order $a^2$.

The linear term found in (b) must then vanish for every direction of $\mathbf a$:

$$
Z\,\mathbf E_{\rm el}+N\,\mathbf F=0,\qquad \mathbf E_{\rm el}=-\frac NZ\,\mathbf F ,
$$

and the total mean field is

$$
\boxed{\;\mathbf E_{\rm nuc}=\left(1-\frac NZ\right)\mathbf F\;}
$$

For a neutral atom, $N=Z$, and the mean field at the nucleus is zero. The electrons screen the applied field completely at that point. For a bare nucleus, $N=0$, the applied field is recovered. In a positive ion a part of $\mathbf F$ survives, and in a bound negative ion the mean field at the nucleus is opposite to $\mathbf F$.

The condition $Z\mathbf E_{\rm el}+N\mathbf F=0$ is a balance of forces on the electrons. The applied field pulls them with the force $-N\mathbf F$. They pull the nucleus with $Z\mathbf E_{\rm el}$, so the nucleus pulls them with $-Z\mathbf E_{\rm el}$. Their mutual forces cancel in pairs. In a stationary state the total mean force on the cloud is zero.

The result concerns the mean field. For one electron, the mean square of its field at the nucleus is $\int n\,r^{-4}d^3r$. Near the origin the integrand is $4\pi n(0)/r^2$ per unit radius, so the integral diverges whenever $n(0)\neq0$, as in the hydrogen ground state. In such a state the field at the nucleus fluctuates without a finite variance even where its mean is zero.

### (d) Moving the whole atom

*Find $E(\mathbf R)$ from translation alone, and compare with (a) and (c). What happens if there are several nuclei?*

**Solution.** Set $\mathbf r_i=\mathbf R+\mathbf s_i$. The kinetic energy and all Coulomb terms, written in the $\mathbf s_i$, no longer contain $\mathbf R$. The field terms give

$$
\sum_i\mathbf F\cdot\mathbf r_i-Z\mathbf F\cdot\mathbf R=\sum_i\mathbf F\cdot\mathbf s_i-(Z-N)\,\mathbf F\cdot\mathbf R .
$$

Hence $E(\mathbf R)=E(0)-(Z-N)\mathbf F\cdot\mathbf R$, and the force on the nucleus is $(Z-N)\mathbf F$. By (a) this equals $Z\mathbf E_{\rm nuc}$, which returns the result of (c). The energy of a neutral atom does not depend on where it stands in a uniform field, so no force acts on its nucleus. An ion must be held by the clamp with the force $-(Z-N)\mathbf F$. Without the clamp it would accelerate, and the state would not be stationary.

For fixed nuclei of charges $Z_A$, the shift in (b) yields $\sum_A Z_A\mathbf E_{{\rm el},A}+N\mathbf F=0$, where $\mathbf E_{{\rm el},A}$ is the electronic field at nucleus $A$. The forces between nuclei cancel in the sum over all nuclei, so the total fields obey

$$
\sum_A Z_A\,\mathbf E_A=\Big(\sum_A Z_A-N\Big)\mathbf F .
$$

In a neutral molecule the sum of the forces vanishes. This does not make each force vanish, and an applied field can stretch or turn the molecule.

### (e) The missing bound state

*Far out in the direction $-\mathbf F$ the energy $\mathbf F\cdot\mathbf r$ falls without limit, and an electron can tunnel out. In what sense does the result hold?*

**Solution.** It holds for the power series in the field strength. Let $\mathbf F=F\mathbf e$ with a fixed unit vector $\mathbf e$, and start from a bound state at $F=0$ that is nondegenerate apart from spin. Perturbation theory then supplies decaying functions $\psi_0,\psi_1,\dots$ and energies $E_0,E_1,\dots$. Cut both series after the power $F^k$ and call the sums $\psi^{(k)}$ and $E^{(k)}$. They satisfy the Schrödinger equation up to that power:

$$
(H-E^{(k)})\,\psi^{(k)}=O(F^{k+1}).
$$

Differentiate $\langle\psi_{\mathbf a}|H-E^{(k)}|\psi_{\mathbf a}\rangle$ with respect to $\mathbf a$ at $\mathbf a=0$, taking $\psi=\psi^{(k)}$. By (b) the result is $Z\mathbf E_{\rm el}+N\mathbf F\langle\psi|\psi\rangle$, where $\mathbf E_{\rm el}$ is formed with the unnormalized $\psi$. The norm is written out because a truncated series need not be normalized; the term with $E^{(k)}$ drops out, since a shift does not change the norm. The same derivative is also $2\,{\rm Re}\langle\partial_{\mathbf a}\psi|(H-E^{(k)})\psi\rangle$, which is $O(F^{k+1})$. Dividing by the norm gives

$$
Z\,\frac{\mathbf E_{\rm el}}{\langle\psi|\psi\rangle}+N\mathbf F=O(F^{k+1}).
$$

Since $k$ is arbitrary, the balance holds at every order of the series. A physical atom follows this series closely as long as tunnelling is slow. For hydrogen, the potential energy along the escape direction is $-1/r-Fr$. Its maximum lies where $1/r^2=F$ and has the height $-2\sqrt F$. It sinks to the unperturbed level $-1/2$ at $F=1/16$, so the field must be well below this value.

### (f) Hartree-Fock and finite basis sets

*Does the result survive in the Hartree-Fock approximation? Does it survive in a finite basis?*

**Solution.** The energy change in (b) holds for any sufficiently smooth $\psi$, including a Slater determinant. A rigidly shifted determinant is again a determinant, made of the shifted orbitals. The Hartree-Fock energy is stationary against all small changes of the orbitals, and the shift is one of them. The linear term vanishes, and $\mathbf E_{\rm nuc}=(1-N/Z)\mathbf F$ holds for the Hartree-Fock state as well, in the weak-field sense of (e).

In a finite basis fixed to the nucleus, the energy is stationary against changes within the basis. The shifted orbitals generally lie outside it, and the argument no longer applies. The translation in (d) does still apply if the basis functions move with the nucleus, so the derivative of the energy remains $-(Z-N)\mathbf F$. It is the equality between this derivative and the mean value of $\partial H/\partial\mathbf R$ that is lost.

## Second half: hydrogen and small atoms

The symbols are those of the first half. The nucleus of charge $Z$ is at the origin, an electron has the energy $+\mathbf F\cdot\mathbf r$ in the applied field, and its own field at the nucleus is $+\mathbf r/r^3$. The mean electronic field is $\mathbf E_{\rm el}$, and the total is $\mathbf E_{\rm nuc}=\mathbf F+\mathbf E_{\rm el}$. For $N$ electrons the force balance gave $\mathbf E_{\rm nuc}=(1-N/Z)\mathbf F$, order by order in the field, both for the full Schrödinger equation and for Hartree-Fock in a complete basis. From here on $\mathbf F$ points along $+z$, and $E_{\rm el}$ and $E_{\rm nuc}$ denote $z$ components.

### (g) The first-order wavefunction

*Find the first-order change of the ground state of a one-electron atom in closed form.*

The force balance on the electrons has given the mean field at the nucleus, $\mathbf E_{\rm nuc}=(1-N/Z)\mathbf F$, order by order in the field, and also for Hartree-Fock in a complete basis. It remains to solve (g) and to examine the result in explicit calculations for hydrogen and small atoms, including the effect of a poor basis.
